Perihelion advance of two charges in the Darwin approximation

**Problem**

Two spinless point charges q₁ and q₂ of opposite sign, with masses m₁ and m₂, move around each other on a bound orbit. In Gaussian form their static potential energy is −k/r, with k = −q₁q₂ > 0 and r the distance between them. Relativistic effects are kept through order 1/c², which for two charges means the Darwin Lagrangian

Λ = ½m₁v₁² + ½m₂v₂² + (m₁v₁⁴ + m₂v₂⁴)/(8c²) + k/r − (k/(2c²r)) [v₁·v₂ + (v₁·n)(v₂·n)].

Here n = (r₁ − r₂)/r is the unit vector from charge 2 to charge 1. The quartic terms come from the relativistic free-particle Lagrangian. The last term is the velocity-dependent interaction: the magnetic force together with the retardation of the electric one, to this order. Radiation, spin and quantum effects are left out.

Without the 1/c² terms the relative orbit is a closed ellipse. With them, the direction of closest approach (the perihelion) turns a little on each revolution. Let L be the total angular momentum in the frame where the total canonical momentum vanishes. Find the advance δ per revolution to leading order in 1/c², and determine how it depends on the mass ratio when k and L are held fixed.

**A first estimate by scaling**

The ratio k/L is a velocity. For a circular orbit with reduced mass μ = m₁m₂/(m₁ + m₂), the two conditions μvr = L and μv²/r = k/r² give v = k/L for the relative speed. The natural small parameter is therefore

x = k/(cL).

The corrections in Λ are smaller than the main terms by a factor of order v²/c², that is, x². If they disturb the angle covered in one revolution by the same fraction, then

δ ≈ 2πx².

Dimensional analysis shows what this estimate cannot settle. From k, L, c and μ one can form no dimensionless combination other than powers of x, because four quantities with three independent dimensions (mass, length and time) allow only one. The energy adds the eccentricity e, and the second mass adds the mass ratio. To leading order, then,

δ = x² F(e, m₁/m₂),

with an unknown function F. There is good reason to expect F to vary. For equal masses each particle has half the relative speed, which weakens the kinetic corrections, while the velocity-dependent interaction, absent for an immobile partner, comes into play.

**Solution: the Hamiltonian**

Write Λ = Λ₀ + Λ₁, where Λ₁ collects the 1/c² terms. The Hamiltonian is the value of p₁·v₁ + p₂·v₂ − Λ at the velocities where this expression is stationary for given momenta. Adding Λ₁ shifts those velocities slightly, but at a stationary point such a shift changes the value only in second order. To first order in 1/c², therefore,

H = H₀ − Λ₁, with v₁ = p₁/m₁ and v₂ = p₂/m₂ inserted in Λ₁.

Since Λ depends on the positions through r₁ − r₂ alone, p₁ + p₂ is conserved. Choose the frame where it is zero and set p₁ = p, p₂ = −p. The angular momentum is then

r₁×p₁ + r₂×p₂ = (r₁ − r₂)×p,

with magnitude L. The relative velocity is ∂H/∂p₁ − ∂H/∂p₂, which equals the derivative of H(p, −p) with respect to p. The reduced function H(p, −p) is thus a proper Hamiltonian for the relative motion.

Let pᵣ = p·n. In the interaction term, v₁·v₂ = −p²/(m₁m₂) and (v₁·n)(v₂·n) = −pᵣ²/(m₁m₂). These minus signs make that part of Λ₁ positive, so its contribution to H is negative:

H = p²/(2μ) − k/r + D,

D = −(p⁴/(8c²)) (1/m₁³ + 1/m₂³) − (k/(2m₁m₂c²r)) (p² + pᵣ²).

At the turning points, where the charges move at right angles to the line joining them, the sign of the second term is easy to understand. The two charges have opposite signs and opposite velocities, so they carry parallel currents. Parallel currents attract, in agreement with the negative sign. The size of the term is not set by the magnetic force alone, because it also contains the retardation of the electric force.

**Solution: from the Hamiltonian to the angle**

In polar coordinates p² = pᵣ² + L²/r², so H is a function of r, pᵣ and L. Solve H(r, pᵣ, L) = E for pᵣ and define the radial action

I(E, L) = ∮ pᵣ dr,

taken from the smallest separation to the largest and back. Differentiating H = E with respect to L at fixed r and E gives

∂pᵣ/∂L = −(∂H/∂L)/(∂H/∂pᵣ) = −(dφ/dt)/(dr/dt) = −dφ/dr,

where Hamilton's equations were used for both velocities. The turning points also move with L, but pᵣ vanishes there, so they add nothing to the derivative of I. The angle covered between two successive perihelia is therefore

Φ = −∂I/∂L at fixed E.

The same reasoning gives the effect of D on the action. At fixed r, E and L, switching on D changes pᵣ by −D/(∂H₀/∂pᵣ) = −D/(dr/dt) to first order. Integrating over r turns dr/(dr/dt) into dt:

I = I₀ − J, J = ∮ D dt,

with the time integral taken along the unperturbed ellipse of energy E and angular momentum L. That ellipse closes after one turn, so −∂I₀/∂L = 2π. Hence

δ = Φ − 2π = ∂J/∂L at fixed E.

**Solution: the time integrals**

On the ellipse p² = 2μ(E + k/r) and pᵣ² = p² − L²/r². Inserting these in D gives

D = −(μ²/(2c²)) (1/m₁³ + 1/m₂³) (E² + 2Ek/r + k²/r²) − (k/(2m₁m₂c²)) (4μE/r + 4μk/r² − L²/r³).

In the second bracket, p² + pᵣ² = 2p² − L²/r² = 4μ(E + k/r) − L²/r² was used. Four time integrals are needed, over 1, 1/r, 1/r² and 1/r³.

The first is the period T. At the turning points pᵣ = 0, so Er² + kr − L²/(2μ) = 0. The two roots add up to −k/E, which makes the semi-major axis s = k/(−2E). The ellipse has area πs²√(1 − e²), which is swept at the rate L/(2μ), and L² = μks(1 − e²). Dividing the area by the rate gives

T = 2πμs²√(1 − e²)/L = 2π√(μs³/k),

which depends on E but not on L.

For the second, the time derivative of r·p along the ellipse is p²/μ − k/r = 2E + k/r. Its integral over a closed orbit is zero, so

∮ dt/r = −2ET/k,

again a function of E alone.

For the last two, use μr² dφ/dt = L, hence dt/r² = (μ/L) dφ, and the equation of the ellipse, 1/r = (μk/L²)(1 + e cos φ). The cosine averages to zero over a full turn, leaving

∮ dt/r² = 2πμ/L,

∮ dt/r³ = (μ/L) ∮ dφ/r = 2πμ²k/L³.

Terms of J that depend on E alone drop out of ∂J/∂L. Three terms remain. It helps to introduce the mass fractions a = μ/m₁ and b = μ/m₂, which satisfy

a + b = μ(1/m₁ + 1/m₂) = 1.

The kinetic correction contributes

−(μ²k²/(2c²)) (1/m₁³ + 1/m₂³) (2πμ/L) = −(πk²/(c²L)) (a³ + b³).

The 1/r² part of the interaction contributes

−(k/(2m₁m₂c²)) 4μk (2πμ/L) = −(πk²/(c²L)) 4ab.

The 1/r³ part has the opposite sign:

+(k/(2m₁m₂c²)) L² (2πμ²k/L³) = +(πk²/(c²L)) ab.

Together,

J = (function of E) − (πk²/(c²L)) (a³ + b³ + 3ab).

Because a + b = 1, the term 3ab may be written as 3ab(a + b) = 3a²b + 3ab². The bracket is then a³ + 3a²b + 3ab² + b³ = (a + b)³ = 1. The masses have dropped out. Since the derivative of −1/L is +1/L²,

δ = π (k/(cL))² = πx²,

with relative corrections of order x². In the notation of the estimate, F = π for every mass ratio and every eccentricity between 0 and 1.

**Where the advance comes from**

The bracket separates two causes. The kinetic correction alone gives the fraction

a³ + b³ = (a + b)³ − 3ab(a + b) = 1 − 3ab

of the full advance, and the velocity-dependent interaction supplies the missing 3ab. For equal masses a = b = ½, so the shares are 1/4 and 3/4. If one partner is very heavy, ab tends to zero and the kinetic share tends to 1. The total stays the same while its origin changes.

The independence holds at fixed k and L, not at fixed orbit size. Substituting L² = μks(1 − e²) gives

δ = πk/(μc²s(1 − e²)).

For ellipses of the same size and shape, and with the same k, the pair with the smaller reduced mass has the larger advance. It moves faster, since v² is of order k/(μs).

**A second case: an immobile partner**

For m₂ → ∞ the leading result can be checked by a different route that keeps the full relativistic kinetic energy of the light particle, of mass m. With W the total energy including mc²,

(W + k/r)² = p²c² + m²c⁴.

Solving for the radial momentum gives

pᵣ² = (W²/c² − m²c²) + 2Wk/(c²r) − (L² − k²/c²)/r².

This has the form of the Kepler problem, with a constant, a 1/r term and a 1/r² term, except that L is replaced by L′ = √(L² − k²/c²). For the Kepler form −∂I/∂L′ = 2π, whatever the other two coefficients are. The chain rule, with ∂L′/∂L = L/L′, then gives

Φ = 2πL/L′ = 2π/√(1 − x²),

δ = πx² + (3/4)πx⁴ + …

The leading term agrees with the Darwin result. The expression also shows where the expansion breaks down: as L approaches k/c the angle grows without limit, and for smaller L the centrifugal barrier is gone.

**Numerical integration of the two-body motion**

The derivation used a reduced Hamiltonian and first-order perturbation theory. A direct integration needs neither. Both particles are followed in Cartesian coordinates with the equations of motion of Λ itself, and the velocities are found from the momenta by iteration. The motion starts at the largest separation. The directions of five successive minima of r then give the average advance over four revolutions.

As the example, take an electron bound to a positron, an antimuon or a proton, each treated as a classical spinless charge. Set L = ħ and choose the start so that the Kepler eccentricity is 0.6. These orbits are a classical model and do not describe the quantum states of the corresponding atoms. The inputs are k = 14.3996 eV Å and cL = 1973.270 eV Å, so

x = 14.3996/1973.270 = 0.0072973,

δ = π × (0.0072973)² = 1.6729 × 10⁻⁴ rad,

or 0.009585 degree per revolution. A full turn of the perihelion takes 2π/δ = 2/x², about 37,560 revolutions.

The orbits themselves differ. The electron and positron start 2.646 Å apart. The largest separation of an ellipse is s(1 + e), so s = 2.646/1.6 = 1.654 Å, and

E = −k/(2s) = −14.3996/3.308 = −4.353 eV,

in agreement with the computed −4.354 eV within the rounding of the input. With a proton the largest separation is 1.324 Å and the energy −8.703 eV. The reduced mass is almost twice as large, so at the same L the orbit is half the size and bound twice as strongly.

The integrated advances, in units of 10⁻⁴ rad per revolution, are

positron: 1.67296
antimuon: 1.67283
proton: 1.67283

against the predicted 1.67294. The largest relative deviation from the prediction is about 7 × 10⁻⁵, comparable with x² = 5.3 × 10⁻⁵, as expected of a leading-order formula.

To isolate the leading coefficient, consider R = δ/(πx²) at larger x, where the deviation is easier to see. The speed of light enters Λ through 1/c² alone, so at fixed starting eccentricity R = R₀ + Cx² + terms of order x⁴. Two values of x that differ by a factor of 2 eliminate C:

R₀ = [4R(0.02) − R(0.04)]/3.

For the positron, R(0.04) = 1.000388 and R(0.02) = 1.000097, which gives

R₀ = (4.000388 − 1.000388)/3 = 1.000000.

For the antimuon and the proton the extrapolated value is 0.999998 in both cases. A further orbit with mass ratio 3 and eccentricity 0.3 gives 1.000000. Each of these values was required to lie within 10⁻⁴ of 1.

The division into two causes can be tested in the same way, by removing the velocity-dependent interaction from Λ and repeating the integration. The extrapolated ratio falls to 0.250000 for the positron, 0.985628 for the antimuon and 0.998366 for the proton. The corresponding values of a³ + b³ are 0.250000, 0.985630 and 0.998368. Without that interaction the advance would depend on the mass ratio by up to a factor of 4.

The deviations at finite x deserve a cautious reading. For the proton R(0.04) = 0.99795, below 1, whereas the full kinetic energy with an immobile partner gives 1 + (3/4)(0.04)² = 1.0012, above 1. The proton is heavy enough for the comparison to be meaningful: going from the antimuon to the proton changes R(0.04) by only 0.00005. The Darwin Lagrangian omits terms of order 1/c⁴, and these contribute to R at the same order as the remainder Cx². The coefficient C is therefore a property of the truncated Lagrangian, not a prediction for real charges. The term πx² does not suffer from this defect.

The numerical output following the text gives the separations, energies and ratios for all three pairs.

**Comparison of estimate and solution**

The estimate 2πx² would give 3.35 × 10⁻⁴ rad in the example, twice the calculated 1.67 × 10⁻⁴ rad. Scaling found the correct power of k/(cL) and the correct order of magnitude. It could not supply the factor ½, nor could it show that F is constant.

The expectation that F should vary with the mass ratio was half right. Each of the two contributions does vary, as 1 − 3ab and 3ab, but their sum does not. Estimating the kinetic correction alone would have been adequate for a heavy partner and too small by a factor of 4 for equal masses.

The formula δ = πx² requires x ≪ 1. It has a smooth limit for nearly circular orbits, but at e = 0 there is no perihelion to follow, and δ then describes the mismatch between the period of small radial oscillations and the period of revolution.

Radiation sets a separate limit. Its reaction on the motion is of order 1/c³, between the terms kept here and the first ones dropped. For a rough size, take a light charge q on a circular orbit around a heavy charge −q, so that k = q². The radiated power is (2/3)q²w²/c³, with acceleration w = v²/r, and one revolution lasts 2πr/v. The energy lost per revolution is

(2/3)(k/c³)(v⁴/r²)(2πr/v) = (4π/3)(k/r)(v/c)³.

Divided by the binding energy k/(2r), and with v/c = x, this is the fraction (8π/3)x³. For x = 0.0073 it is about 3 × 10⁻⁶ per revolution, so such a circular orbit is nearly unchanged over a few turns. Over the 2/x² revolutions of a full perihelion turn the fractions add up to roughly (16π/3)x, about 0.12. These figures are energy losses for a circular orbit. On an ellipse the power varies as 1/r⁴ and the binding energy is μk²(1 − e²)/(2L²), which multiplies the fraction per revolution by (1 + e²/2)/(1 − e²). For e = 0.6 the factor is 1.84 and the fraction about 6 × 10⁻⁶. Since the energy of a circular orbit varies as 1/L², the fractional loss of L is half that of the energy, (4π/3)x³ per revolution, and the same value holds at e = 0.6. The advance per revolution is then still well described by πx², but L falls by roughly (8π/3)x, about 6 per cent, and x rises with it before the perihelion has gone once around.

Computed values

```
Tests with m2/m1 = 3 (ratios, expected 1):
 Hamiltonian correction, Lagrangian/formula: 0.999999
 radial action shift, full/first order: 1.000000
 dJ/dL divided by pi (k/cL)^2: 1.00000001
k = 14.3996 eV angstrom
c L = 1973.270 eV angstrom (L = hbar)
x = k/(cL) = 0.00729735
starting Kepler eccentricity = 0.6
predicted advance = 1.672941e-04 rad per revolution
predicted advance = 0.009585 degree per revolution
revolutions for one full turn = 37558
Electron and positron, mass ratio 1.0000:
 largest separation = 2.64589 angstrom
 smallest separation = 0.66145 angstrom
 energy without rest energy = -4.35383 eV
 integrated advance = 1.672962e-04 rad per revolution
 advance/(pi x^2) at x=0.04, 0.02: 1.000388, 1.000097
 extrapolated to x=0: 1.000000
 same, no velocity-dependent interaction: 0.250000
 kinetic share a^3+b^3 = 0.250000, 3ab = 0.750000
Electron and antimuon, mass ratio 206.7683:
 largest separation = 1.32934 angstrom
 smallest separation = 0.33232 angstrom
 energy without rest energy = -8.66574 eV
 integrated advance = 1.672829e-04 rad per revolution
 advance/(pi x^2) at x=0.04, 0.02: 0.998004, 0.999500
 extrapolated to x=0: 0.999998
 same, no velocity-dependent interaction: 0.985628
 kinetic share a^3+b^3 = 0.985630, 3ab = 0.014370
Electron and proton, mass ratio 1836.1527:
 largest separation = 1.32366 angstrom
 smallest separation = 0.33090 angstrom
 energy without rest energy = -8.70291 eV
 integrated advance = 1.672826e-04 rad per revolution
 advance/(pi x^2) at x=0.04, 0.02: 0.997951, 0.999486
 extrapolated to x=0: 0.999998
 same, no velocity-dependent interaction: 0.998366
 kinetic share a^3+b^3 = 0.998368, 3ab = 0.001632
Mass ratio 3, eccentricity 0.3, extrapolated: 1.000000
```
